# Electron mass from hydrogen-like carbon: g factor, binding energy and uncertainties

## Problem

A single \(^{12}\mathrm C^{5+}\) ion is held in a uniform magnetic field \(B\). Its one electron is in the 1s state and its nucleus has no spin. Two frequencies are known: the Larmor frequency \(\nu_L\) of the electron spin and the cyclotron frequency \(\nu_c\) that the ion would have in the field alone, with the shifts due to the trap already removed. Both refer to the same field.

(a) Express the electron mass \(m\), in atomic mass units u, through \(\Gamma=\nu_L/\nu_c\), the \(g\) factor of the bound electron, and the energy \(E_b>0\) needed to remove five electrons from the neutral carbon atom.

(b) Calculate \(g\) for a Dirac electron in the 1s state of a fixed point nucleus.

(c) Add the anomalous magnetic moment \(a\) of the electron, with its leading correction for binding. Judge what is still missing.

(d) Find how errors of \(\Gamma\), \(g\) and \(E_b\) pass into \(m\).

(e) Evaluate the mass and its uncertainty from these data:

- \(\lambda=Z\alpha=0.043784115\) and \(a=0.001159652180\);
- \(\nu_L=112.028273280\) GHz and \(\nu_c=25.599379353\) MHz, at \(B=4\) T;
- computed total energies \(-37.847426\) hartree for C and \(-18.008070\) hartree for C\(^{5+}\).

The frequencies are synthetic. They were generated from a known electron mass and from a \(g\) larger by \(2\times10^{-7}\) than the model \(g\) of part (c). This planted shift imitates physics that the model omits. Take \(3\times10^{-11}\) as the relative uncertainty of \(\Gamma\).

## Solution

### (a) From two frequencies to a mass

Take \(g\) positive, so that the spin energy is \(g\mu_BBm_j\), with \(\mu_B=e\hbar/(2m)\) and \(m_j=\pm\tfrac12\). The two levels differ by \(g\mu_BB=h\nu_L\). The cyclotron frequency follows from the balance of magnetic and centripetal force for charge \(5e\) and mass \(M_{\rm ion}\). Hence

\[
\nu_L=\frac{g\,eB}{4\pi m},\qquad
\nu_c=\frac{5eB}{2\pi M_{\rm ion}},\qquad
\Gamma=\frac{g}{10}\,\frac{M_{\rm ion}}{m}.
\]

The field has cancelled. What remains is a mass ratio:

\[
m=\frac{g\,M_{\rm ion}}{10\,\Gamma}. \tag{1}
\]

To obtain \(m\) in u, we need the mass of the ion. The neutral \(^{12}\)C atom in its ground state has mass 12 u by definition. Removing five electrons takes away \(5m\), while the energy supplied to remove them adds \(E_b/c^2\) to the total mass of the separated particles. Therefore

\[
M_{\rm ion}=12\,\mathrm u-5m+\frac{E_b}{c^2}. \tag{2}
\]

The unknown \(m\) stands on both sides once (2) is put into (1). Multiplying (1) by \(10\Gamma/g\) gives

\[
\frac{10\Gamma}{g}m=12\,\mathrm u-5m+\frac{E_b}{c^2},
\]

and collecting the terms in \(m\) gives

\[
\boxed{\,m=\frac{12\,\mathrm u+E_b/c^2}{5+10\Gamma/g}\,}. \tag{3}
\]

The frequencies and \(g\) alone fix only \(m/M_{\rm ion}\). The mass in u also rests on the definition of the unit and on \(E_b\).

### (b) The Dirac \(g\) factor

In this part and the next, \(\hbar=m=c=1\). Without the magnetic field,

\[
H=\boldsymbol\alpha\cdot\mathbf p+\beta+V,\qquad V=-\frac{\lambda}{r}.
\]

Let \(\chi\) be the spin-up two-spinor and \(\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}\). Try

\[
\psi=N\begin{pmatrix}u\,\chi\\ i t\,u\,\sigma_r\chi\end{pmatrix},\quad
u=r^{\gamma-1}e^{-\lambda r},\quad
\gamma=\sqrt{1-\lambda^2},\quad
t=\frac{1-\gamma}{\lambda}.
\]

Two derivatives are needed:

\[
\boldsymbol\sigma\cdot\mathbf p\,(u\chi)=-iu'\sigma_r\chi,\qquad
\boldsymbol\sigma\cdot\mathbf p\,(itu\sigma_r\chi)=t\left(u'+\frac{2u}{r}\right)\chi .
\]

The second holds because \(u\hat{\mathbf r}\) has divergence \(u'+2u/r\) and no curl. With \(u'/u=(\gamma-1)/r-\lambda\), the upper Dirac equation becomes

\[
1-\frac{\lambda}{r}+t\left(\frac{\gamma+1}{r}-\lambda\right)=E .
\]

Since \(t(1+\gamma)=(1-\gamma^2)/\lambda=\lambda\), the \(1/r\) terms cancel. Since \(t\lambda=1-\gamma\), the rest gives \(E=\gamma\). The lower equation, divided by \(iu\sigma_r\chi\), reads

\[
\frac{1-\gamma}{r}+\lambda-t-\frac{t\lambda}{r}=\gamma t ,
\]

and the same two identities satisfy it. The trial spinor is thus an eigenstate, and its nodeless \(u\) identifies it as 1s.

The electron has charge \(-e\), so a magnetic field replaces \(\mathbf p\) by \(\mathbf p+e\mathbf A\). The perturbation is \(e\boldsymbol\alpha\cdot\mathbf A\), with \(\mathbf A=\tfrac12\mathbf B\times\mathbf r\). It connects upper and lower components:

\[
\psi^\dagger\boldsymbol\alpha\cdot\mathbf A\,\psi
=N^2tu^2\left[i\chi^\dagger(\boldsymbol\sigma\cdot\mathbf A)\sigma_r\chi+\text{c.c.}\right].
\]

Because \(\mathbf A\cdot\mathbf r=0\), the product of Pauli matrices is \((\boldsymbol\sigma\cdot\mathbf A)\sigma_r=i\boldsymbol\sigma\cdot(\mathbf A\times\hat{\mathbf r})\). The bracket is therefore \(-2\chi^\dagger\boldsymbol\sigma\cdot(\mathbf A\times\hat{\mathbf r})\chi\). The angular average follows from

\[
\mathbf A\times\mathbf r=\tfrac12\left[\mathbf r(\mathbf B\cdot\mathbf r)-\mathbf B r^2\right]
\;\longrightarrow\;\tfrac12\left(\tfrac13-1\right)\mathbf B r^2=-\tfrac13\mathbf B r^2. \tag{4}
\]

For \(m_j=+\tfrac12\) the energy shift is then

\[
\Delta E=\frac{2eB}{3}\,\frac{t}{1+t^2}\,\langle r\rangle_u,
\qquad
\langle r\rangle_u=\frac{\int_0^\infty r^{2\gamma+1}e^{-2\lambda r}dr}{\int_0^\infty r^{2\gamma}e^{-2\lambda r}dr}=\frac{2\gamma+1}{2\lambda}.
\]

The factor \(1/(1+t^2)\) comes from normalizing both components. Using \(t^2=(1-\gamma)^2/(1-\gamma^2)=(1-\gamma)/(1+\gamma)\), we have \(1+t^2=2/(1+\gamma)\), and so \(t/(1+t^2)=t(1+\gamma)/2=\lambda/2\). By definition \(\Delta E=g(e/2)B(1/2)=geB/4\). Hence

\[
g_D=\frac83\cdot\frac{\lambda}{2}\cdot\frac{2\gamma+1}{2\lambda}
=\boxed{\frac23\left(1+2\sqrt{1-\lambda^2}\right)}. \tag{5}
\]

For weak binding, \(\gamma=1-\lambda^2/2-\lambda^4/8-\dots\), and

\[
g_D=2-\tfrac23\lambda^2-\tfrac16\lambda^4-\dots
\]

The free Dirac value 2 returns as \(\lambda\to0\). For carbon, (5) gives 1.9987213544. Integrating the magnetic energy of the explicit four-component spinor over three dimensions gives the same ten decimals.

### (c) The anomalous moment in the bound state

Treat the anomaly \(a\) as a constant extra moment, which adds the Pauli term

\[
H_a=\frac a2\,\beta\left(\boldsymbol\Sigma\cdot e\mathbf B-i\boldsymbol\alpha\cdot e\mathbf E\right),
\qquad e\mathbf E=\nabla V=\frac{\lambda\mathbf r}{r^3}.
\]

For an electron at rest this is \((a/2)eB\sigma_z\). Comparison with \((g/4)eB\sigma_z\) shows that it contributes \(2a\) to \(g\). Binding changes this in two ways.

**Magnetic part.** The lower component enters \(\beta\Sigma_z\) with a minus sign and with the spin matrix \(\sigma_r\sigma_z\sigma_r=2\hat r_z\sigma_r-\sigma_z\). Its angular average is \((\tfrac23-1)\sigma_z=-\tfrac13\sigma_z\). Thus

\[
\langle\beta\Sigma_z\rangle=\frac{1+t^2/3}{1+t^2}
=1-\frac23\,\frac{t^2}{1+t^2}
=1-\frac{1-\gamma}{3}\approx1-\frac{\lambda^2}{6}.
\]

**Electric part.** The term with \(\mathbf E\) contains no magnetic field, but the state in which it is averaged does. To first order in \(a\), the energy change is the expectation value of \(H_a\) in the state that already feels \(B\). At leading order the lower Dirac equation gives the lower component as \(\tfrac12\boldsymbol\sigma\cdot(\mathbf p+e\mathbf A)\varphi\), where \(\varphi\) is the upper one. The nonrelativistic 1s function \(\varphi\) is itself unchanged to first order in \(B\), because \(L_z\) gives zero on it and \(\sigma_z\) only a number. The part linear in \(\mathbf A\) is

\[
-\frac{iae}{4}\left\langle\left[\boldsymbol\sigma\cdot\nabla V,\boldsymbol\sigma\cdot\mathbf A\right]\right\rangle
=\frac{ae}{2}\left\langle\boldsymbol\sigma\cdot(\nabla V\times\mathbf A)\right\rangle,
\]

since the commutator equals \(2i\boldsymbol\sigma\cdot(\nabla V\times\mathbf A)\). By (4), \(\mathbf r\times\mathbf A\) averages to \(+\mathbf Br^2/3\). With \(\langle1/r\rangle=\lambda\), the result is

\[
\frac{ae}{2}B\sigma_z\,\frac{\lambda}{3}\left\langle\frac1r\right\rangle
=\frac{ae}{2}B\sigma_z\,\frac{\lambda^2}{3}.
\]

This is the spin-orbit interaction of the anomalous moment, with the vector potential included in the velocity. The two parts add to \(-\tfrac16+\tfrac13=+\tfrac16\), so the model is

\[
\boxed{\,g=\frac23\left(1+2\sqrt{1-\lambda^2}\right)+2a\left(1+\frac{\lambda^2}{6}\right)}. \tag{6}
\]

In a radial Dirac basis, the expectation value of \(\beta\Sigma_z\) gives the magnetic coefficient of \(\lambda^2\) as \(-0.166747\) at \(Z=6\), and a second-order perturbation sum gives the electric one as \(0.335897\). Their sum is 0.169150, and at \(Z=3\) it is 0.167286. The distance from \(1/6\) falls by a factor of about four when \(\lambda\) is halved, as expected if the next term in the bracket of (6) is of order \(\lambda^4\).

For carbon the three pieces are

\[
g=1.9987213544+0.0023193044+0.00000074104=2.0010413998 .
\]

The digits describe the model, not the accuracy of the real \(g\). A constant \(a\) does not represent all of bound-state quantum electrodynamics. We state without derivation that the missing part starts at \((\alpha/\pi)\lambda^4\), enhanced by a logarithm; the scale \((\alpha/\pi)\lambda^4\ln\lambda^{-2}\) is \(5.3\times10^{-8}\). The nucleus also moves, which brings in terms of order \(\lambda^2m/M_{\rm ion}=8.8\times10^{-8}\). Nuclear size is a smaller effect. The numerical coefficients of these terms are not derived here and may exceed one. We therefore adopt the round allowance \(u(g)=3\times10^{-7}\). It is a judgement, not a bound.

### (d) Propagation of errors

Write \(M_A=12\,\mathrm u+E_b/c^2\) and \(D=5+10\Gamma/g\), so that \(m=M_A/D\). Differentiating \(\ln m=\ln M_A-\ln D\) gives

\[
\frac{\delta m}{m}=\frac{\delta E_b}{M_Ac^2}
-\frac{1}{D}\,\frac{10\Gamma}{g}\left(\frac{\delta\Gamma}{\Gamma}-\frac{\delta g}{g}\right).
\]

The common factor is \((D-5)/D=1-5/D\), and \(1/D=m/M_A\). Therefore

\[
\frac{\delta m}{m}=s\left(\frac{\delta g}{g}-\frac{\delta\Gamma}{\Gamma}\right)+\frac{\delta E_b}{M_Ac^2},
\qquad s=1-\frac{5m}{M_A}. \tag{7}
\]

For carbon \(s=0.999771\). It is slightly below one because a larger inferred \(m\) also lowers the ion mass in (2), which counteracts part of the change. A relative error of \(g\) or \(\Gamma\) thus passes almost fully into \(m\). An error of \(E_b\) is divided by the rest energy of the whole atom: 0.112 eV changes \(m\) by \(10^{-11}\) of its value.

If the three errors are independent, their variances add:

\[
\left(\frac{u(m)}{m}\right)^2=
s^2\left[\left(\frac{u(g)}{g}\right)^2+\left(\frac{u(\Gamma)}{\Gamma}\right)^2\right]
+\left(\frac{u(E_b)}{M_Ac^2}\right)^2. \tag{8}
\]

A systematic error of known sign belongs in (7), where it shifts the mass. Equation (8) would hide its sign.

### (e) Numbers

**Binding energy.** The given energies were computed with a scalar-relativistic (X2C) Hamiltonian and unrestricted coupled cluster with single and double excitations, all electrons correlated, in a Gaussian basis with s, p, d and f functions. Their difference is

\[
E_b=-18.008070-(-37.847426)=19.839356\ \text{hartree},
\]

which is 539.86 eV, or \(5.7956\times10^{-7}\) u. Adding the f functions changed \(E_b\) by 0.131 eV. In a smaller basis, where full configuration interaction is possible, the coupled-cluster energy differs from it by 0.035 eV. The sum of these two, 0.166 eV, is taken as \(u(E_b)\).

This is an estimate with a probable direction. Triple excitations and functions of higher angular momentum are missing, and both would be expected to lower the energy of the atom and so raise \(E_b\). The figure 0.166 eV is in fact too small. The small basis has no functions for core correlation, and in a core-valence triple-zeta basis the perturbative triples alone amount to 0.065 eV. A rough extrapolation of the correlation energy from core-valence double- and triple-zeta bases, with triples included, raises \(E_b\) by about 0.27 eV, to about 540.13 eV, close to the sum of the five tabulated ionization energies of carbon, about 540.12 eV. The value 539.86 eV is therefore low by roughly 0.3 eV, and its decimals are not converged. It is kept here because the synthetic frequencies were generated with it. Spin-orbit coupling, the Breit interaction, quantum electrodynamics and the motion of the nucleus (scale \(E_b\,m/M_{\rm ion}\approx0.025\) eV) are also left out. The basis itself places C\(^{5+}\) at \(-18.008070\) hartree, while the Dirac value is \(-18.008635\) hartree. That difference is about 0.015 eV, well below \(u(E_b)\).

**Mass.** The frequency ratio is

\[
\Gamma=\frac{112.028273280\times10^{9}}{25.599379353\times10^{6}}=4376.210522 .
\]

With the model \(g\), the denominator of (3) is

\[
D=5+\frac{43762.10522}{2.0010413998}=21874.6651,
\]

and the mass is

\[
m=\frac{12.00000057956\ \mathrm u}{21874.6651}=0.00054857985\ \mathrm u
=9.109383\times10^{-31}\ \mathrm{kg}.
\]

The mass used to generate the frequencies was 0.000548579909 u. The recovered value is lower by \(9.99\times10^{-8}\) of it. Equation (7) accounts for this: the model \(g\) is too small by the planted shift, so

\[
\frac{\delta m}{m}=-0.999771\times\frac{2\times10^{-7}}{2.00104}=-9.99\times10^{-8}.
\]

When the generating value \(g=2.0010415998\) is used instead, (3) returns the input mass to all printed digits. This checks the inversion. It is not a new determination of the electron mass, and it does not check \(E_b\), because the same \(E_b\) was used to generate the data and to invert them.

**Two uncertainty budgets.** The first uses the allowance for the present model. The second asks what would follow if a fuller theory supplied \(g\) with \(u(g)=10^{-10}\), a value assumed for comparison. The entries are relative uncertainties of \(m\).

| Source | Model \(g\) | Refined \(g\) |
|---|---|---|
| \(g\) | \(1.5\times10^{-7}\) | \(5.0\times10^{-11}\) |
| \(\Gamma\) | \(3.0\times10^{-11}\) | \(3.0\times10^{-11}\) |
| \(E_b\) | \(1.5\times10^{-11}\) | \(1.5\times10^{-11}\) |
| Total | \(1.5\times10^{-7}\) | \(6.0\times10^{-11}\) |

With the model \(g\), the result is

\[
m=0.00054857985(8)\ \mathrm u,
\]

where the digit in parentheses is the uncertainty in the last place. The input mass lies inside this interval, but only because the planted shift was chosen smaller than the allowance; this does not test the allowance. The theory of \(g\) decides the total, and better frequencies or a better \(E_b\) would bring no visible gain.

With the refined \(g\), the total follows from

\[
\sqrt{5.0^2+3.0^2+1.5^2}\times10^{-11}=6.0\times10^{-11},
\]

or \(3.3\times10^{-14}\) u. Random sampling of the three inputs, with (1) and (2) solved by iteration, gives a spread of \(6.03\times10^{-11}\), in agreement with (8). This budget concerns the width alone: the central value would have to be recalculated with the refined \(g\).

The binding energy now matters, though it is still the smallest entry. With real data, a shortfall of about 0.27 eV in \(E_b\) would, by (7), lower the mass by about \(2.4\times10^{-11}\) of its value, more than the tabulated \(1.5\times10^{-11}\) and close to the \(\Gamma\) entry. If its error were twice the estimate, its part would be \(3.0\times10^{-11}\) and the total would rise to about \(6.5\times10^{-11}\). With the estimate left as it is, the \(E_b\) part of \(1.5\times10^{-11}\) would equal the theory part if \(u(g)\) fell to about \(3\times10^{-11}\).

**What the corrections in (2) are worth.** Leaving out \(E_b\) lowers the mass by \(4.8\times10^{-8}\) of its value. This is hidden by the uncertainty of the present model, but it is about 800 times the total in the refined budget. Leaving out the missing electrons, by using \(M_A\) for the ion mass in (1), raises the mass by \(2.3\times10^{-4}\) of its value, which neither budget could tolerate.

**Conditions.** Equation (3) needs a ground-state ion, a spin energy linear in \(B\), and frequencies that refer to the same field. A nuclear spin would add hyperfine structure, and the simple relation between \(\nu_L\) and \(g\) would have to be replaced. The expansion behind (6) needs \(\lambda\ll1\); for heavier ions the neglected powers of \(\lambda\) grow quickly. The complete numerical output is given below.

## Table of computed values

```
Z*alpha: 0.043784115
Dirac equation relative residual: 1.1e-08
Dirac g, formula: 1.9987213544
Dirac g, 3D quadrature: 1.9987213544
free-electron anomaly a: 0.001159652180
free anomalous part of g, 2a: 0.0023193044
Pauli coefficient, magnetic part: -0.166747
Pauli coefficient, electric part: 0.335897
Pauli coefficient, total at Z=6: 0.169150
Pauli coefficient, total at Z=3: 0.167286
binding part of anomalous g: 7.4104e-07
model g: 2.0010413998
scale of omitted QED in g: 5.34e-08
scale of omitted recoil in g: 8.77e-08
C energy, spd basis: -37.842627 hartree
C energy, spdf basis: -37.847426 hartree
C5+ energy, same basis: -18.008070 hartree
C5+ energy, Dirac: -18.008635 hartree
binding energy E_b: 539.856 eV
change of E_b from f functions: 0.131 eV
UCCSD-full-CI gap, cc-pVDZ: 0.0352 eV
adopted uncertainty of E_b: 0.166 eV
E_b/c^2: 5.795597e-07 u
chosen field: 4.0 T
planted shift of g: 2.0e-07
g used to generate frequencies: 2.0010415998
synthetic Larmor frequency: 112.028273280 GHz
synthetic cyclotron frequency: 25.599379353 MHz
frequency ratio: 4376.210521990
ion mass: 11.997257680014 u
input electron mass: 0.000548579909044 u
mass recovered with generating g: 0.000548579909044 u
mass recovered with model g: 0.000548579854227 u
mass recovered with model g: 9.109382804e-31 kg
relative mass bias from planted shift: -9.9925e-08
relative error if E_b ignored: -4.8297e-08
relative error if missing electrons ignored: 2.2863e-04
sensitivity factor s: 0.999771425
chosen relative ratio uncertainty: 3.0e-11
chosen u(g), present model: 3.0e-07
chosen u(g), refined theory: 1.0e-10
relative mass part from ratio: 2.999e-11
relative mass part from E_b: 1.483e-11
relative mass part from model g: 1.499e-07
relative mass part from refined g: 4.996e-11
total relative uncertainty, model g: 1.499e-07
total relative uncertainty, refined g: 6.013e-11
mass uncertainty, model g: 8.223e-11 u
mass uncertainty, refined g: 3.299e-14 u
Monte Carlo relative spread, refined g: 6.026e-11
E_b error giving 1e-11 in mass: 0.1118 eV
```
